# Thermal and zero-point shifts of band energies in adiabatic Allen-Heine-Cardona theory

A band-structure calculation with every nucleus clamped at its equilibrium site gives a gap that depends neither on temperature nor on the nuclear masses. In the three-cell model ring treated below such a calculation gives 2.0159 eV at all temperatures, while the gap averaged over the nuclear motion is 15 meV larger at 300 K and differs from the clamped value even at 0 K. Adding the squared electron-phonon matrix elements over energy denominators does not repair this, because that sum alone assigns a shift to a rigid translation of the whole crystal. The Allen-Heine-Cardona expression keeps every term of second order in the displacements.

Hartree atomic units are used in the algebra. A crystal of \(N\) cells with periodic boundary conditions has the one-electron Hamiltonian \(H(u)=p^2/2+V(\mathbf r;u)\), where \(V\) is the screened mean-field potential for nuclear displacements \(u_a\), and \(a=(l\kappa\alpha)\) labels cell, atom and Cartesian direction. The phonons are harmonic at fixed volume, so thermal expansion is excluded. The adiabatic assumption is a definition: the level at temperature \(T\) is the static eigenvalue \(\varepsilon_{n\mathbf k}(u)\) averaged over the thermal nuclear distribution of the unperturbed crystal. The state \(|n\mathbf k\rangle\), normalised over all \(N\) cells, must be nondegenerate among the states of the \(N\)-cell system.

With \(V_a=\partial V/\partial u_a\) and \(V_{ab}=\partial^2V/\partial u_a\partial u_b\) at \(u=0\), the perturbation is \(V^{(1)}+V^{(2)}=\sum_aV_au_a+\tfrac12\sum_{ab}V_{ab}u_au_b\). Terms quadratic in \(u\) arise from \(V^{(2)}\) in first-order and from \(V^{(1)}\) in second-order Rayleigh-Schrödinger theory. Writing \(|0\rangle=|n\mathbf k\rangle\) and \(|j\rangle\) for every other state,
\[
\varepsilon(u)=\varepsilon_0+\sum_aF_au_a+\tfrac12\sum_{ab}\Phi_{ab}u_au_b,\qquad F_a=\langle0|V_a|0\rangle,
\]
\[
\Phi_{ab}=\langle0|V_{ab}|0\rangle+\sum_{j\ne0}\frac{\langle0|V_a|j\rangle\langle j|V_b|0\rangle+\langle0|V_b|j\rangle\langle j|V_a|0\rangle}{\varepsilon_0-\varepsilon_j}.
\]
Both orderings appear because the second-order energy \(\sum_j|\langle j|V^{(1)}|0\rangle|^2/(\varepsilon_0-\varepsilon_j)\) has been written as one half of a form symmetric in \(a,b\).

The average needs only the first two moments of \(u\). A real mass-weighted normal coordinate is \(Q=(b+b^\dagger)/\sqrt{2\omega}\), so \(\langle Q\rangle=0\) and \(\langle Q^2\rangle=\langle bb^\dagger+b^\dagger b\rangle/2\omega=(n+\tfrac12)/\omega\), with the Bose factor \(n=1/(e^{\omega/k_BT}-1)\). Different modes are independent, so mixed terms vanish, and
\[
\Delta\varepsilon=\tfrac12\sum_{ab}\Phi_{ab}\langle u_au_b\rangle=\sum_{\rm modes}\frac{1}{2\omega}\frac{\partial^2\varepsilon}{\partial Q^2}\,\big(n+\tfrac12\big).
\]
The shift is linear in each occupation, the coefficient is the curvature of the level along the frozen mode divided by \(2\omega\), and the one half is the zero-point motion. The linear term drops out because \(\langle Q\rangle=0\), whether or not \(F_a\) vanishes.

In Bloch form, with normalised eigenvectors \(e_{\kappa\alpha}(\mathbf q\nu)\) of the dynamical matrix and \(\xi_{\kappa\alpha}=e_{\kappa\alpha}/\sqrt{2M_\kappa\omega_{\mathbf q\nu}}\),
\[
u_a=N^{-1/2}{\sum_{\mathbf q\nu}}'\eta_a(\mathbf q\nu)\,(b_{\mathbf q\nu}+b^\dagger_{-\mathbf q\nu}),\qquad \eta_a=\xi_{\kappa\alpha}e^{i\mathbf q\cdot\mathbf R_l},
\]
where \(\xi(-\mathbf q)=\xi^*(\mathbf q)\) makes \(u_a\) Hermitian and the prime omits the uniform translations. The only nonzero averages pair \(\mathbf q\) with \(-\mathbf q\) and give \(\langle b_{\mathbf q}b_{\mathbf q}^\dagger\rangle+\langle b^\dagger_{-\mathbf q}b_{-\mathbf q}\rangle=2n_{\mathbf q}+1\), since \(\omega_{-\mathbf q}=\omega_{\mathbf q}\). Hence \(\langle u_au_b\rangle=N^{-1}\sum'\eta_a\eta_b^*(2n+1)\) and
\[
\Delta\varepsilon=\frac1N{\sum_{\mathbf q\nu}}'\big(n_{\mathbf q\nu}+\tfrac12\big)\sum_{ab}\eta_a\eta_b^*\Phi_{ab}.
\]

Define \(W_{\mathbf q\nu}=\sum_a\eta_aV_a\), with \(W_{\mathbf q\nu}^\dagger=W_{-\mathbf q\nu}\). Lattice periodicity means that \(V_{l\kappa\alpha}\) is \(V_{0\kappa\alpha}\) translated by \(\mathbf R_l\); relabelling \(l\) shows that translating the argument of \(W\) by \(\mathbf R\) multiplies it by \(e^{i\mathbf q\cdot\mathbf R}\). So \(W\) connects \(\mathbf k\) only to \(\mathbf k+\mathbf q\), through
\[
g_{mn\nu}(\mathbf k,\mathbf q)=\langle m\,\mathbf k+\mathbf q|W_{\mathbf q\nu}|n\mathbf k\rangle,
\]
which is the cell average of a periodic quantity and does not depend on \(N\). Contracting the two orderings in \(\Phi\) with \(\eta_a\eta_b^*\) gives \(\langle0|W|j\rangle\langle j|W^\dagger|0\rangle+\langle0|W^\dagger|j\rangle\langle j|W|0\rangle\), that is \(|g(\mathbf k,-\mathbf q)|^2\) with states at \(\mathbf k-\mathbf q\) plus \(|g(\mathbf k,\mathbf q)|^2\) with states at \(\mathbf k+\mathbf q\). Renaming \(\mathbf q\to-\mathbf q\) in the first piece leaves \(n\) unchanged and doubles the second. For the \(V_{ab}\) term set \(l'=l+d\) and sum over \(l\), which defines the real, \(N\)-independent matrix \(\Lambda_{\kappa\alpha,d\kappa'\beta}=\langle n\mathbf k|\sum_lV_{l\kappa\alpha,\,l+d\,\kappa'\beta}|n\mathbf k\rangle\). The contraction of a real symmetric matrix with \(\eta_a\eta_b^*\) is real and may be replaced by its conjugate. The result is
\[
\Delta\varepsilon_{n\mathbf k}(T)=\frac1N{\sum_{\mathbf q\nu}}'\frac{\partial\varepsilon_{n\mathbf k}}{\partial n_{\mathbf q\nu}}\big(n_{\mathbf q\nu}+\tfrac12\big),
\]
\[
\frac{\partial\varepsilon_{n\mathbf k}}{\partial n_{\mathbf q\nu}}=2{\sum_m}'\frac{|g_{mn\nu}(\mathbf k,\mathbf q)|^2}{\varepsilon_{n\mathbf k}-\varepsilon_{m\mathbf k+\mathbf q}}+\sum_{\kappa\alpha,d\kappa'\beta}\xi^*_{\kappa\alpha}\xi_{\kappa'\beta}e^{i\mathbf q\cdot\mathbf R_d}\Lambda_{\kappa\alpha,d\kappa'\beta}.
\]
The first part is the Fan term, whose prime removes \(j=0\), namely \(m=n\) at \(\mathbf q=0\); the second is the Debye-Waller term. The factor \(1/N\) is kept outside the coefficient by convention. Because of the renaming, only the sum over the pair \(\pm\mathbf q\) equals a sum of frozen-mode curvatures when \(\mathbf k\) is a general point.

Translational invariance ties the two terms together. Moving all nuclei by the same vector leaves \(\varepsilon(u)\) unchanged for any \(u\); differentiating this with respect to the vector and to \(u_{l\kappa\alpha}\) gives \(\sum_{l'\kappa'}\Phi_{l\kappa\alpha,l'\kappa'\beta}=0\), which also justifies omitting the translations. Summing over \(l\) produces the periodic operators \(\sum_lV_{l\kappa\alpha}\), which conserve \(\mathbf k\). With \(h_{\kappa\alpha,m}=\langle m\mathbf k|\sum_lV_{l\kappa\alpha}|n\mathbf k\rangle\),
\[
\sum_{d\kappa'}\Lambda_{\kappa\alpha,d\kappa'\beta}=\mathcal D_{\kappa\alpha\beta}\equiv-2\,{\rm Re}\sum_{m\ne n}\frac{h^*_{\kappa\alpha,m}\sum_{\kappa'}h_{\kappa'\beta,m}}{\varepsilon_{n\mathbf k}-\varepsilon_{m\mathbf k}}.
\]
Adding and subtracting \(\xi_{\kappa\beta}\) in the Debye-Waller term splits it exactly:
\[
{\rm DW}=\sum_{\kappa\alpha\beta}\xi^*_{\kappa\alpha}\xi_{\kappa\beta}\mathcal D_{\kappa\alpha\beta}+\sum\Lambda_{\kappa\alpha,d\kappa'\beta}\,\xi^*_{\kappa\alpha}\big(\xi_{\kappa'\beta}e^{i\mathbf q\cdot\mathbf R_d}-\xi_{\kappa\beta}\big).
\]
The second sum has no on-site part. It vanishes if \(V\) is a sum of potentials each moving rigidly with one nucleus, since mixed derivatives between different nuclei are then zero. Dropping it is the rigid-ion approximation, in which first-order matrix elements suffice. In one dimension the symmetry \(\Lambda_{\kappa,d\kappa'}=\Lambda_{\kappa',-d\kappa}\) allows each term to be averaged with its partner, and \(\tfrac12(x^*y+y^*x-|x|^2-|y|^2)=-\tfrac12|x-y|^2\) turns the remainder into \(-\tfrac12\sum\Lambda_{\kappa,d\kappa'}|\xi_\kappa-\xi_{\kappa'}e^{iqR_d}|^2\), which depends on relative displacements only.

The masses enter only through \(\langle uu\rangle\). Scaling them all by \(s\) scales \(\omega\) and \(1/M\omega\) by \(s^{-1/2}\), so the zero-point shift goes as \(s^{-1/2}\). The thermal density of a harmonic mode is Gaussian (the program checks this on a grid), so odd moments vanish and the first neglected term is quartic; at fixed occupations it goes as the squared variance, \(1/s\). At high temperature, \(n+\tfrac12=\tfrac12\coth(\omega/2k_BT)=k_BT/\omega+\omega/12k_BT+\dots\) has no constant term, so \(\Delta\varepsilon\) approaches a straight line that extrapolates to the clamped level at \(T=0\). Its slope \(k_BN^{-1}\sum'(\partial\varepsilon/\partial n)/\omega\) is independent of the masses, because the classical weight of a configuration depends on the potential energy alone and \(\Phi\) ignores the mass-dependent choice of the centre of mass.

The worked example is a ring of \(N=3\) cells with round model parameters: \(a=3\) Å, Gaussian wells of width 0.5 Å and depths 10 and 6 eV on atoms A at \(0\) and B at \(a/2\), masses 20 and 40 u, and nearest-neighbour springs of 5 eV/Å\(^2\). The displacements are periodic on the ring, but the electronic states are given a phase \(e^{ikNa}\) around it, so that the allowed wavevectors are \(k+2\pi j/Na\). Strict periodicity would admit only \(k=0,\pm2\pi/3a\); the choice \(k=\pi/a\) with \(N=3\) is an antiperiodic condition, and at a general \(k\) the phase also keeps \(-k\) out of the set, so the state is nondegenerate. The derivation uses only \(k\) and \(k+q\) and is unchanged. In 14 plane waves the edges at \(k=\pi/a\) are \(\varepsilon_v=-3.5634\) eV and \(\varepsilon_c=-1.5475\) eV. There are five modes. The \(q=0\) optical mode at 55.992 meV has Fan and Debye-Waller parts \(-54.586+13.670=-40.916\) meV for \(v\) and a total of 36.637 meV for \(c\). At \(q=\pm2\pi/3a\) the acoustic pair at 25.740 meV has totals 0.452 and 2.688 meV, and the optical pair at 49.725 meV has \(-12.164+19.445=7.281\) meV for \(v\) and \(17.609-15.927=1.682\) meV for \(c\); the Debye-Waller part reverses the sign of the first of these and cancels most of the second. At 300 K the occupations are 0.1295, 0.5860 and 0.1711, so
\[
\Delta\varepsilon_v=\tfrac13\big[-40.916(0.6295)+2(0.452)(1.0860)+2(7.281)(0.6711)\big]=-5.00\ {\rm meV},
\]
\[
\Delta\varepsilon_c=\tfrac13\big[36.637(0.6295)+2(2.688)(1.0860)+2(1.682)(0.6711)\big]=10.39\ {\rm meV}.
\]
The gap shift is 15.39 meV \(=5.65\times10^{-4}\) Ha. At 0 K each bracket is one half, which gives \(-4.24\) and 7.56 meV and a gap shift of 11.80 meV \(=4.34\times10^{-4}\) Ha; at 600 K it is 25.04 meV, still above the asymptote \(0.0383\times600=23.0\) meV.

The gap of this ring opens on heating, and the \(q=0\) optical mode, with weight \(1/3\), carries the sign. In the two-plane-wave approximation the gap is \(2|V_G|\) with \(G=2\pi/a\). For a relative sublattice displacement \(u\), \(V_G=v_A-v_Be^{-iGu}\) with \(v_A,v_B\) of equal sign, so \(|V_G|^2=(v_A-v_B)^2+2v_Av_B(1-\cos Gu)\), which grows with \(u^2\).

The numerical check compares the coefficients with finite differences of exact supercell eigenvalues along real modes, at the edge and at a general \(k\); the largest deviation is \(7\times10^{-6}\) of the largest mode coefficient. Averaging exact eigenvalues over the Gaussian distribution at 300 K gives a gap shift of 15.00 meV, 2.5% below the second-order value. That the residual is quartic is tested by scaling the masses at fixed occupations: it falls by 3.994 from \(s=100\) to \(s=400\), against the predicted 4, and 100 times the \(s=100\) valence residual, 0.217 meV, is close to \(-4.791+5.000=0.209\) meV. A second model has B at \(0.4a\) and 2 eV wells at the bond centres that follow the mean of both neighbours. There the rigid-ion form misses the non-diagonal remainder: 0.019 of 6.550 meV for \(v\) and 0.077 of 2.320 meV for \(c\) at 0 K.

The adiabatic definition omits two things. First, the electron acts back on the nuclei. A term \(FQ\) added to \(\tfrac12\omega^2Q^2\) lowers the minimum by \(F^2/2\omega^2\), and for a \(q=0\) mode \(F=g_{nn}\sqrt{2\omega/N}\), so the relaxation energy is \(-|g_{nn}|^2/N\omega\). This \(q=0\) term of the extended state vanishes as \(N\to\infty\) (a distortion that localises the carrier is a separate effect and need not vanish), and in the first model inversion symmetry removes it, but in the second, where \(|g_{vv}|=158\) meV at the same frequency, its magnitude, keeping only the linear coupling, is \(158^2/(3\times56)\approx149\) meV. For such a small system the averaged eigenvalue is a vertical level and not a relaxed addition energy. Second, phonons carry energy. Let \(\Delta=\varepsilon_{n}-\varepsilon_{m}\) for one intermediate state coupled by \(g(b+b^\dagger)\). If \(m\) is empty, emission has weight \(n+1\) and denominator \(\Delta-\omega\), absorption has weight \(n\) and denominator \(\Delta+\omega\). If \(m\) is filled, adding the electron to \(n\) blocks the virtual transitions \(m\to n\), so the shift is minus the shift of \(m\), namely \(-(n+1)/(-\Delta-\omega)-n/(-\Delta+\omega)\) times \(|g|^2\). Weighting the cases with the occupation \(f\) of \(m\),
\[
\frac{n+1-f}{\Delta-\omega}+\frac{n+f}{\Delta+\omega}=\frac{(2n+1)\Delta+(1-2f)\,\omega}{\Delta^2-\omega^2}\;\to\;\frac{2n+1}{\Delta}\quad(\omega\ll|\Delta|).
\]
The adiabatic Fan term is recovered with an error of order \(\omega/|\Delta|\) relative to it. For two levels 2 eV apart, \(\omega=0.05\) eV and \(g=0.002\) eV, exact diagonalisation for the lower level, with the upper one empty (\(\Delta=-2\) eV), gives \(-1.9513\) µeV at \(n=0\), the dynamical formula \(-1.9512\) and the adiabatic one \(-2.0000\) µeV, a deviation of \(0.05/2.05=2.4\%\) of the last.

Interband terms across a wide gap satisfy \(\omega\ll|\Delta|\). Intraband terms at small \(q\) do not, and they decide whether \(N\to\infty\) exists. Inside a band or in a metal the denominator vanishes on a surface and the sum needs a separate prescription. At a nondegenerate edge \(\Delta=-q^2/2m^*\). For the acoustic mode of the rigid-ion chain all atoms move as \(\xi e^{iqX_j}\) up to \(O(q^2)\), with \(\xi=1/\sqrt{2M_{\rm c}\omega}\) and \(M_{\rm c}\) the cell mass, because B follows the mean of its neighbours. Expanding \(e^{iqX_j}=e^{iqx}[1-iq(x-X_j)+\dots]\),
\[
W/\xi=-\sum_je^{iqX_j}v_j'(x-X_j)=-e^{iqx}V'+iq\,e^{iqx}\sum_j(x-X_j)v_j'+O(q^2).
\]
From \([p^2/2,e^{iqx}]=e^{iqx}(qp+q^2/2)\) and \([V,p]=iV'\) follows \(-e^{iqx}V'=i[H,e^{iqx}p]-ie^{iqx}(qp+q^2/2)p\). Between \(k+q\) and \(k\) the commutator carries the factor \(\varepsilon_{k+q}-\varepsilon_k=O(q^2)\), so \(g_{nn}=iq\xi\langle-p^2+\sum_j(x-X_j)v_j'\rangle+O(q^2\xi)\). A uniform strain \(x=(1+\epsilon)y\) gives \(H=p_y^2/2(1+\epsilon)^2+\sum_jv_j[(1+\epsilon)(y-X_j)]\), and by the Hellmann-Feynman theorem the same bracket is the deformation potential \(D=d\varepsilon/d\epsilon\). The interband and Debye-Waller parts cancel at \(q=0\) by the sum rule and are even in \(q\) at the edge, leaving \(O(q^2/\omega)\). With \(\omega=c|q|\) and \(c^2=Ka^2/2M_{\rm c}\) (two springs in series),
\[
\frac{\partial\varepsilon}{\partial n_q}\to2\,\frac{q^2D^2/(2M_{\rm c}c|q|)}{-q^2/2m^*}=-\frac{2m^*D^2}{M_{\rm c}c|q|}.
\]
The valence edge has \(D=-2.2464\) eV and \(m^*=-0.1370\), and both the law and the full coefficient give \(|q|\,\partial\varepsilon/\partial n=0.3192\) meV/Å. At finite temperature \(n+\tfrac12\to k_BT/c|q|\), and with \(q=2\pi j/Na\), \(\sum_{j\ne0}q^{-2}=(Na/2\pi)^2\,\pi^2/3=(Na)^2/12\). The second-order shift therefore grows linearly,
\[
\Delta\varepsilon\simeq-\frac{m^*D^2k_BT\,a^2}{6M_{\rm c}c^2}\,N,
\]
by 0.156 meV per cell for \(v\) and \(-0.062\) for \(c\) at 300 K, as the direct sums confirm. The second-order gap shift is 6.5, \(-3.6\) and \(-20.9\) meV for \(N=6\), 24 and 96: the \(q=0\) weight falls as \(1/N\) while the term of \(-0.218\) meV per cell accumulates. This growth belongs to the second-order sum. The spacing \((2\pi/Na)^2/2|m^*|\) to the nearest state of the same band falls as \(N^{-2}\) and is 13 meV for \(v\) at \(N=96\), already below the linear term \(0.156\times96\approx15\) meV, so for rings of this size and larger the expansion no longer controls the averaged eigenvalue. At \(T=0\) the weight is \(\tfrac12\) and the summand goes as \(1/|q|\), so the same law gives a slower growth, \(-(a/2\pi)(2m^*D^2/M_{\rm c}c)\ln N\), which for \(v\) is \(0.3192\times3/2\pi\approx0.15\) meV times \(\ln N\). The three-cell numbers describe a finite ring; at a one-dimensional band edge with \(D\ne0\) the adiabatic sum has no bulk limit.

In three dimensions the measure \(q^2dq\) makes a summand \(q^{-2}\) integrable. This covers acoustic modes at finite temperature whose coupling is a deformation potential, \(g_{nn}\propto q\xi\) (a piezoelectric coupling, \(g_{nn}\propto\xi\), gives \(|g|^2\propto1/q\) and a summand \(q^{-4}\) instead), and optical modes with constant \(g_{nn}\). On \(L^3\) grids with \(L=16,32,64\) the increments of such a sum shrink by the ratio 0.491. The Fröhlich coupling of a polar crystal, taken as \(|g|^2=2\pi\omega/(\epsilon^*\Omega q^2)\) with cell volume \(\Omega\) and effective dielectric constant \(\epsilon^*\), makes the summand \(q^{-4}\), and the increments double with \(L\) (ratio 2.000). Restoring \(\omega\) for an empty band at \(T=0\), with \(N^{-1}\sum_{\mathbf q}\to\Omega\int d^3q/(2\pi)^3\) and \(\int_0^\infty dq/(q^2/2m^*+\omega)=\tfrac\pi2\sqrt{2m^*/\omega}\),
\[
\Delta\varepsilon=-\frac{4\pi}{(2\pi)^3}\frac{2\pi\omega}{\epsilon^*}\,\frac\pi2\sqrt{\frac{2m^*}{\omega}}=-\alpha\omega,\qquad\alpha=\frac1{\epsilon^*}\sqrt{\frac{m^*}{2\omega}}.
\]
For \(m^*=0.2\), \(\omega=50\) meV and \(\epsilon^*=10\), \(\alpha=0.7377\) and the shift is \(-36.9\) meV to leading order in the coupling. At the band edge of a polar crystal the phonon frequency must stay in the intraband denominators.

## Computed values

```
a = 3.0 A, sigma = 0.5 A, V_A = 10.0 eV, V_B = 6.0 eV, N = 3
M_A = 20.0 u, M_B = 40.0 u, K = 5.0 eV/A^2; model 2: x_B = 0.4 a, V_bond = 2.0 eV
largest relative error, coefficients vs finite differences: 7.0e-06
e_v = -3.5634 eV, e_c = -1.5475 eV, gap = 2.0159 eV, plane waves = 14
q=0 optical (x1): w = 55.992 meV, n(300 K) = 0.1295, n(600 K) = 0.5119
   v: Fan -54.586, DW 13.670, total -40.916 meV
   c: Fan 47.686, DW -11.050, total 36.637 meV
q=2pi/3a acoustic (x2): w = 25.740 meV, n(300 K) = 0.5860, n(600 K) = 1.5500
   v: Fan -0.069, DW 0.521, total 0.452 meV
   c: Fan 1.601, DW 1.087, total 2.688 meV
q=2pi/3a optical (x2): w = 49.725 meV, n(300 K) = 0.1711, n(600 K) = 0.6187
   v: Fan -12.164, DW 19.445, total 7.281 meV
   c: Fan 17.609, DW -15.927, total 1.682 meV
T = 0 K: v -4.241, c 7.563, gap 11.804 meV = 4.3379e-04 Ha
T = 300 K: v -5.000, c 10.386, gap 15.386 meV = 5.6543e-04 Ha
T = 600 K: v -7.753, c 17.285, gap 25.038 meV = 9.2014e-04 Ha
oscillator w/kT = 0.9957: grid <x^2> = 1.085997, n+1/2 = 1.085997
exact average 300 K: v -4.791, c 10.213, gap 15.004 meV
model 1 residual s=100: v 0.00217, c -0.00179 meV; ratio to s=400: 3.994, 3.994
model 2 residual s=100: v -0.00172, c 0.00040 meV; ratio to s=400: 3.996, 3.997
model 2 v: |g_nn(q=0)| 158.127, 0 K full 6.550, rigid-ion 6.531, non-diagonal 0.019 meV
model 2 c: |g_nn(q=0)| 133.467, 0 K full 2.320, rigid-ion 2.243, non-diagonal 0.077 meV
high-T slope: v -0.01157, c 0.02674, gap 0.03830 meV/K
two-level model: Delta = 2.0 eV, w = 0.05 eV, g = 0.002 eV
   n=0: exact -1.9513, dynamical -1.9512, adiabatic -2.0000 micro-eV
   n=1: exact -5.9539, dynamical -5.9537, adiabatic -6.0000 micro-eV
sound speed hbar*c = 39.592 meV A, test q = 4.189e-04 1/A
v: D = -2.2464 eV, m* = -0.1370 m_e, q*C = 0.3192, law 0.3192 meV/A
   growth at 300 K: 0.15643, law 0.15634 meV per cell
c: D = -1.5951 eV, m* = 0.1076 m_e, q*C = -0.1265, law -0.1265 meV/A
   growth at 300 K: -0.06200, law -0.06194 meV per cell
gap shift 300 K, N = 6: 6.482 meV
gap shift 300 K, N = 24: -3.635 meV
gap shift 300 K, N = 96: -20.897 meV
3D mean of q^-2, L=16,32,64: 7.103, 7.392, 7.534; increment ratio 0.491
3D mean of q^-4, L=16,32,64: 243.549, 508.124, 1037.173; increment ratio 2.000
Froehlich: m* = 0.2 m_e, w = 50.0 meV, eps* = 10.0, alpha = 0.7377, shift = -36.886 meV
```
